# Buckling of a Circular Debonded Oxide Scale with a Clamped Edge

An oxide scale of thickness $h$ covers a much thicker alloy. On cooling the alloy contracts more than the scale and puts it into equal compression in all in-plane directions. Over a circle of radius $R\gg h$ the scale has lost its bond. The questions are at what compression this patch leaves the alloy, and how that stress depends on $h$ and $R$.

The scale is flat, isotropic and linearly elastic, with Young's modulus $E$ and Poisson ratio $\nu$. The bonded scale around the patch is taken as a rigid clamp: at $r=R$ there is no in-plane displacement, deflection or slope. No pressure acts on the patch, and the debond does not grow. The compression $\sigma$ is counted positive; forces $N$ per unit length are positive in tension. The coordinate $z$ runs from the mid-surface away from the alloy, $w(r)$ is the deflection in that direction, $\phi=w'$ is its slope, and a prime means $d/dr$.

## (a) What forces act in the patch before and just after it deflects?

**Solution.** Let $\varepsilon$ be the mismatch strain, the contraction that the alloy imposes on the scale. For equal in-plane stresses $-\sigma$ and free faces, Hooke's law gives

$$-\varepsilon=\frac{-\sigma-\nu(-\sigma)}{E},\qquad \sigma=\frac{E\varepsilon}{1-\nu}.$$

A uniformly stressed flat scale needs no traction from the interface to stay in equilibrium. Losing the bond therefore leaves the stress unchanged, and in the flat patch $N_r=N_\theta=-\sigma h$.

Now let the patch deflect slightly, with an additional radial displacement $u(r)$. A line element $dr$ that tilts by $\phi$ lengthens by the fraction $\phi^2/2$, so the added mid-surface strains are $u'+\phi^2/2$ and $u/r$. With $C=Eh/(1-\nu^2)$,

$$N_r=-\sigma h+C\left(u'+\frac{\phi^2}{2}+\nu\frac ur\right),\quad
N_\theta=-\sigma h+C\left(\frac ur+\nu u'+\nu\frac{\phi^2}{2}\right).$$

In-plane equilibrium is $N_r'+(N_r-N_\theta)/r=0$. The constant $-\sigma h$ drops out. Divided by $C$, the rest is

$$u''+\phi\phi'+\nu\left(\frac{u'}r-\frac u{r^2}\right)+\frac{1-\nu}{r}\left(u'+\frac{\phi^2}2-\frac ur\right)=0,$$

and collecting terms gives

$$u''+\frac{u'}r-\frac u{r^2}=-\phi\phi'-\frac{1-\nu}{2r}\phi^2 .$$

Without the right side the solutions are $u=ar+b/r$. Finiteness at the centre requires $b=0$, and $u(R)=0$ requires $a=0$. Hence $u$ exists only because of the source, which is quadratic in the slope. The change of $N_r$ is quadratic too. To first order in the deflection we may keep $N_r=N_\theta=-\sigma h$, which is what is needed to find where buckling begins.

## (b) What moments resist the bending?

**Solution.** In a thin plate, lines normal to the mid-surface stay normal to it. A point at height $z$ then moves radially by $-z\phi$, and the bending strains are

$$e_r=-z\phi',\qquad e_\theta=-z\frac{\phi}{r}.$$

The faces are free and the plate is thin, so the normal stress through the thickness is neglected. Plane-stress elasticity gives the bending part of the radial stress,

$$s_r=\frac{E}{1-\nu^2}(e_r+\nu e_\theta)=-\frac{Ez}{1-\nu^2}\left(\phi'+\nu\frac\phi r\right),$$

and $s_\theta$ follows by exchanging $\phi'$ and $\phi/r$. The moments per unit length are $M=\int s\,z\,dz$. Since $\int_{-h/2}^{h/2}z^2dz=h^3/12$,

$$M_r=-D\left(\phi'+\nu\frac\phi r\right),\quad M_\theta=-D\left(\frac\phi r+\nu\phi'\right),\quad D=\frac{Eh^3}{12(1-\nu^2)} .$$

One power of $h$ in $D$ comes from the amount of material. The other two come from the bending strain and the lever arm, both proportional to $z$.

## (c) What equation does the slope obey?

**Solution.** Let $Q$ be the transverse shear force per unit length on a cut facing outward, positive along $+z$. Consider the disc inside radius $r$. No external transverse force acts on it. The membrane force follows the tilted mid-surface and has a transverse component $N_r\phi$. Therefore

$$2\pi r(Q+N_r\phi)=0,\qquad Q=-N_r\phi=\sigma h\phi .$$

For the moment balance, take the local radial equilibrium of the bending stresses, $\partial s_r/\partial r+(s_r-s_\theta)/r+\partial\tau/\partial z=0$, where $\tau$ is the transverse shear stress. Multiply by $z$ and integrate through the thickness. Because $\tau$ vanishes on both faces, integration by parts turns the last term into $-\int\tau\,dz=-Q$, so

$$M_r'+\frac{M_r-M_\theta}{r}=Q .$$

The two terms on the left are

$$M_r'=-D\left(\phi''+\nu\frac{\phi'}r-\nu\frac\phi{r^2}\right),\qquad
\frac{M_r-M_\theta}r=-D(1-\nu)\left(\frac{\phi'}r-\frac\phi{r^2}\right).$$

In their sum the terms with $\nu$ cancel. Setting it equal to $\sigma h\phi$ gives

$$D\left(\phi''+\frac{\phi'}r-\frac\phi{r^2}\right)+\sigma h\,\phi=0 .$$

## (d) Find the critical compression and its dependence on $h/R$.

**Solution.** Define $k^2=\sigma h/D$. After division by $D$ and multiplication by $r^2$,

$$r^2\phi''+r\phi'+(k^2r^2-1)\phi=0 .$$

This is Bessel's equation of order one in the variable $kr$. Its solutions are $J_1(kr)$ and $Y_1(kr)$; the second diverges at the centre and is excluded. Thus $\phi=AJ_1(kr)$, and zero slope at the edge demands

$$A\,J_1(kR)=0 .$$

Either $A=0$ and the patch is flat, or $kR$ is a zero of $J_1$. The zero at the origin again gives $\phi=0$. The first useful one is $j=3.8317$, with $j^2=14.682$. From $k^2R^2=\sigma hR^2/D=j^2$,

$$\sigma_c=\frac{j^2D}{hR^2}=\frac{j^2}{12(1-\nu^2)}\,E\left(\frac hR\right)^2
=\frac{1.2235\,E}{1-\nu^2}\left(\frac hR\right)^2 .$$

The square has a direct energetic meaning. A deflection of size $w$ has slope of order $w/R$ and curvature of order $w/R^2$. Per unit area, bending costs about $Dw^2/R^4$, while the compression releases about $\sigma h\,w^2/R^2$. They balance at $\sigma\sim D/(hR^2)$, and $D\propto h^3$ leaves $h^2/R^2$.

Since $J_0'=-J_1$, integrating the slope with $w(R)=0$ gives

$$w(r)=w(0)\,\frac{J_0(kr)-J_0(j)}{1-J_0(j)},\qquad kR=j .$$

Between the centre and the edge $J_1>0$, so $w$ falls steadily to zero and has one sign. The whole patch can lift away from the alloy without meeting it. At half the radius the deflection is 0.48 of that at the centre.

Using $\sigma=E\varepsilon/(1-\nu)$ and $1-\nu^2=(1-\nu)(1+\nu)$, the critical mismatch strain is

$$\varepsilon_c=\frac{(1-\nu)\sigma_c}{E}=\frac{j^2}{12(1+\nu)}\left(\frac hR\right)^2 .$$

The modulus has cancelled: a stiffer scale resists bending more, but the same strain loads it more. This holds when one modulus governs both stress and bending and the strain is purely elastic.

## (e) Could a pattern that varies around the circle appear earlier?

**Solution.** The bracket in (c) is $d(\nabla^2w)/dr$, so for circular symmetry $Q=-D\,d(\nabla^2w)/dr$. For a general deflection of a uniform isotropic plate, the shear force is a vector linear in third derivatives of $w$. With no preferred direction or handedness it must be proportional to $\nabla\nabla^2w$, and the symmetric case fixes the factor: $\mathbf Q=-D\nabla\nabla^2w$. Transverse balance, $\nabla\cdot(\mathbf Q-\sigma h\nabla w)=0$, becomes

$$\nabla^2(\nabla^2+k^2)w=0 .$$

The sign of the membrane term is that of $N_r\phi$ in (c). For $n$ nodal diameters the regular solution is

$$w=[A J_n(kr)+B r^n]\cos n\theta .$$

With $x=kR$, zero deflection and zero slope at the edge require

$$AJ_n(x)+BR^n=0,\qquad AxJ_n'(x)+nBR^n=0 .$$

Subtracting $n$ times the first from the second, and using $xJ_n'-nJ_n=-xJ_{n+1}$, gives $J_{n+1}(x)=0$. The first positive zero of $J_{n+1}$ moves outward as $n$ grows, so the circular mode, $n=0$, comes first. For $n=1,2,3$ the critical stress is 1.80, 2.77 and 3.92 times $\sigma_c$.

These lobed modes also need inward motion somewhere, which the alloy blocks. Contact can only restrict the allowed deflections further; it cannot lower the threshold, and the circular mode avoids it.

## (f) An alumina scale cools from 1100 °C to 25 °C. When does it buckle?

Take $h=3.0$ µm, $R=60$ µm, $E=380$ GPa, $\nu=0.25$ and an expansion difference $\Delta\alpha=6.0\times10^{-6}$ K$^{-1}$, all constant. Assume no stress at the oxidation temperature.

**Solution.** Here $h/R=0.050$, and the numerical factor is $14.682/(12\times0.9375)=1.305$. Hence

$$\sigma_c=1.305\times380\ \mathrm{GPa}\times(0.050)^2=1.24\ \mathrm{GPa}=1240\ \mathrm{MPa}.$$

The critical mismatch strain is $0.75\times1.24/380=0.00245$, or 0.245%. Each kelvin of cooling adds

$$\frac{E\Delta\alpha}{1-\nu}=\frac{380\,000\ \mathrm{MPa}\times6.0\times10^{-6}\ \mathrm{K^{-1}}}{0.75}=3.04\ \mathrm{MPa/K}.$$

The patch therefore buckles after $1240/3.04=408$ K of cooling, at 692 °C.

If it were held flat to 25 °C, the stress would reach $3.04\times1075=3268$ MPa, or 3.27 GPa, which is 2.64 times critical. At that stress the smallest debond that buckles has

$$R_c=R\sqrt{\frac{\sigma_c}{\sigma}}=\frac{60\ \text{µm}}{\sqrt{2.636}}=37\ \text{µm},$$

about 12 scale thicknesses. Doubling $h$ at fixed $R$ raises the critical stress to 4.96 GPa, above the final stress, so that patch stays flat in this model. Doubling $R$ at fixed $h$ lowers it to 0.31 GPa.

## (g) How much do finite thickness and a yielding edge change the threshold?

**Solution.** Thin-plate theory neglects shear deformation. From (c), the mean shear strain would be $Q/(Gh)=\sigma\phi/G$, with $G=E/[2(1+\nu)]$. Relative to the slope this is $\sigma_c/G=1.24/152$, or 0.8%, in the example.

A calculation that treats the patch as a solid removes the assumption of straight normals. The displacements were expanded in polynomials in $r$ and $z$. The critical stress was found by balancing elastic energy against the work of the compression on the slopes. Radial displacement was zero over the edge face and deflection was zero at its mid-height. The result is 0.991 of the plate value at $h/R=0.05$. The reduction has the size expected from shear. The last digit depends on how the work of the compression is counted: including its work on the radial displacement gradients, a term of the same order $(h/R)^2$, lowers the ratio to 0.988. At $h/R=0.01$ the ratio is 0.9996 (0.9995 with that term), and between 0.01 and 0.02 the exponent of $h/R$ is 1.998. The square is thus a thin-plate limit, approached closely here.

The edge matters more. The scale just outside the debond is held only on its lower face, and both it and the alloy deform, so the edge rotates a little; part of this rotation remains even on a rigid alloy. Suppose it rotates as a further strip of plate of length $\delta$, clamped at its far end, would do. The strip is taken to carry a uniform moment, with its end at $R$ free to deflect. The slope then falls linearly from $\phi(R)$ to zero over $\delta$, which corresponds to an edge moment $M_r(R)=D\phi(R)/\delta$. (A strip also held at zero deflection at $R$ would be four times stiffer, so $\delta$ is best read as a measure of the rotational compliance of the edge.) With (b),

$$\phi'(R)+\left(\frac\nu R+\frac1\delta\right)\phi(R)=0 .$$

Insert $\phi=AJ_1(kr)$, multiply by $R$, and use $xJ_1'(x)=xJ_0(x)-J_1(x)$:

$$xJ_0(x)+\left(\frac R\delta-1+\nu\right)J_1(x)=0,\qquad x=kR .$$

When $\delta\to0$ this returns $J_1(x)=0$. For small $\delta/R$, write $x=j+\eta$. Since $J_1'(j)=J_0(j)$, we have $J_1(x)\approx J_0(j)\eta$, and the leading terms give

$$j+\frac R\delta\,\eta=0,\qquad x\approx j\left(1-\frac\delta R\right),\qquad \frac{\sigma}{\sigma_c}\approx1-\frac{2\delta}R .$$

To this order the yielding edge acts as an increase of the radius from $R$ to $R+\delta$. Stress disturbed by an edge spreads over a distance comparable with the thickness, so $\delta=h$ is a reasonable trial value, though not a calculated property of this alloy. The full equation then gives $x=3.649$ and a critical stress of 1.12 GPa, 9% below the rigid-edge value. For the smallest buckling patch the same shift gives $R_c\approx37-3=34$ µm.

## (h) What happens at the threshold if the scale is slightly bulged?

**Solution.** The quadratic terms of (a) must now be kept. The slope equation becomes

$$D\left(\phi''+\frac{\phi'}r-\frac\phi{r^2}\right)=N_r\phi,$$

with the full $N_r$ and the equation for $u$ from (a). These equations were solved numerically for $\nu=0.25$, with the centre deflection prescribed and the load as the unknown. A deflection of $0.02h$ needs $1.0002\,\sigma_c$; one of $0.20h$ needs $1.021\,\sigma_c$. These points follow

$$\frac{\sigma}{\sigma_c}\approx1+0.52\left(\frac{w(0)}h\right)^2 .$$

The load rises because deflection stretches the mid-surface and relieves part of its compression. The in-plane clamp supplies about 60% of the coefficient; an edge that slides under a fixed force would still give 0.21, because a doubly curved shape cannot form without stretching. A perfect patch therefore starts to rise gradually at $\sigma_c$ instead of jumping to a large deflection.

Now let the unstressed patch already have slope $\phi_0$. The membrane force acts on the total slope, so $N_r\phi$ becomes $N_r(\phi+\phi_0)$. The added stretch is $[(\phi+\phi_0)^2-\phi_0^2]/2$ in place of $\phi^2/2$. For an initial bulge with the shape found in (d) and height $0.05h=0.15$ µm, the computed additional rise at $\sigma=\sigma_c$ is $0.41h=1.2$ µm. There is then no sharp threshold: $\sigma_c$ marks the range in which the deflection grows quickly.

## (i) How far does the example represent a real scale?

**Solution.** The inputs are rough typical values for a dense alumina scale on a heat-resisting alloy: a few micrometres of oxide, and a compression of a few gigapascals after cooling. The patch radius is a free choice. Another assumption open to doubt is that all stress comes from elastic cooling strain. If oxide growth had already left 0.3 GPa of compression, buckling would need only $(1240-300)/3.04=309$ K of cooling, 99 K less. If creep relaxed one tenth of the mismatch strain, it would need $408/0.9=453$ K, 45 K more. Both inputs are trial values. The finite alloy matters little: for scale on both faces of a sheet 2.0 mm thick with modulus 150 GPa and the same $\nu$, force balance makes the elastic strain of the alloy $s=2(380)(3)/[(150)(2000)]=0.0076$ times that of the scale. The two strains add up to the mismatch, so the stress in the scale is lower by the fraction $s/(1+s)$, under 1%.

The threshold does not predict loss of the scale. That also requires the debond to spread or the lifted oxide to crack, which depends on interface toughness and oxide strength, neither of which enters $\sigma_c$. Nor does the calculation say how the debond formed. It gives the compression at which an existing circular one, of known radius, begins to lift.
